# Current rollover of a cadmium telluride cell with an opposing back contact: test program

```python
# Result under test: a CdTe cell with a main junction in series with an opposing
# back-contact diode has
#   V(J) = A Vt ln(1+(J+JL)/J0) - Vt ln(1-J/Js) + J R,
# so its forward current is limited by the back saturation current Js, where
#   Js = q ps/(1/vR + 1/vD),  ps = Nv exp(-phi/Vt).
# J: current density entering from the back metal; JL: photocurrent;
# J0, A: main-diode saturation current and ideality; R: series resistance;
# Vt = kT/q; phi: hole barrier; vR, vD: emission and diffusion velocities;
# Vb: reverse bias on the back contact. Internal units are SI.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import dawsn

q, k, h, hbar, m0 = sc.e, sc.k, sc.h, sc.hbar, sc.m_e
T0, phi0, N, mu = 300.0, 0.50, 1e21, 60e-4
eps_r, mass_ratio, light_ratio = 9.4, 0.8, 0.1
eps, mh = eps_r * sc.epsilon_0, mass_ratio * m0
A, J0, JL, R = 1.6, 4e-7, 250.0, 1e-4
thickness, gap, Nc, mu_n = 4e-6, 1.5, 8e23, 300e-4
Vref = 0.20
Vt = k * T0 / q


def back(Vb, T=T0, phi=phi0):
    """Back-contact quantities from the depletion-barrier formula."""
    vt = k * T / q
    Nv = 2 * (2 * np.pi * mh * k * T / h**2) ** 1.5
    ps = Nv * np.exp(-phi / vt)
    psi = vt * np.log(N / ps) + Vb
    W = np.sqrt(2 * eps * psi / (q * N))
    root_u = np.sqrt(psi / vt)
    vD = mu * vt * root_u / (W * dawsn(root_u))
    vR = np.sqrt(k * T / (2 * np.pi * mh))
    return dict(Nv=Nv, ps=ps, psi=psi, W=W, E=2 * psi / W,
                vD=vD, vR=vR, Js=q * ps / (1 / vR + 1 / vD))


ref = back(Vref)
Js, ps, vR = ref["Js"], ref["ps"], ref["vR"]
ceiling = q * ps * vR


def fixed_Js(Vb):
    return Js


def biased_Js(Vb):
    return back(Vb)["Js"]


def circuit(V, photo, js=fixed_Js, ideality=A, res=R):
    """Current from the two element laws and the sum of voltages."""
    def current(Vb):
        return js(Vb) * (-np.expm1(-Vb / Vt))

    def mismatch(Vb):
        J = current(Vb)
        Vj = V - Vb - J * res
        return J - (J0 * np.expm1(Vj / (ideality * Vt)) - photo)
    return current(brentq(mismatch, -0.12, V + 0.2, xtol=1e-14, rtol=1e-14))


def voltage(J, photo):
    return (A * Vt * np.log1p((J + photo) / J0)
            - Vt * np.log1p(-J / Js) + J * R)


# One-way Maxwellian flux, integrated over velocity, and Richardson form
sigma = np.sqrt(k * T0 / mh)
flux = sigma * quad(lambda s: s * np.exp(-s*s/2) / np.sqrt(2*np.pi), 0, 12)[0]
assert abs(flux / vR - 1) < 1e-8
richardson = 4 * np.pi * q * mh * k**2 / h**3
assert abs(richardson*T0**2*np.exp(-phi0/Vt) / ceiling - 1) < 1e-9


def transport_current(Vb, cells=6000):
    """Finite-difference hole transport with an emitting metal boundary."""
    b = back(Vb)
    W, psi = b["W"], b["psi"]
    dx = W / cells
    xm = (np.arange(cells) + 0.5) * dx
    field = 2 * psi / W * (1 - xm / W)
    left = mu * field / 2 + mu * Vt / dx    # multiplies p on left of a face
    right = mu * field / 2 - mu * Vt / dx   # multiplies p on right of a face
    band = np.zeros((3, cells))
    rhs = np.zeros(cells)
    band[1, 0] = left[0] + vR
    rhs[0] = vR * ps
    band[1, 1:] = left[1:] - right[:-1]
    band[0, 1:] = right[:-1]
    band[2, :-1] = -left[:-1]
    rhs[-1] -= right[-1] * N
    p = solve_banded((1, 1), band, rhs)
    return q * vR * (ps - p[0])


worst = 0.0
for Vb in (-0.02, 0.02, 0.20, 0.50):
    formula = biased_Js(Vb) * (1 - np.exp(-Vb / Vt))
    worst = max(worst, abs(transport_current(Vb) / formula - 1))
assert worst < 2e-3  # second-order discretization error

# Circuit solution against the derived voltage law
for photo in (0.0, JL):
    for V in (0.5, 0.75, 0.85, 0.95):
        assert abs(voltage(circuit(V, photo), photo) - V) < 1e-7

# Approach to the limit, in darkness and in light
onset = {}
for photo in (0.0, JL):
    onset[photo] = A * Vt * np.log1p((Js + photo) / J0) + Js * R
    V = onset[photo] + 0.20
    missing = Js - circuit(V, photo)
    assert abs(missing / (Js * np.exp(-0.20 / Vt)) - 1) < 0.01

# Inflection found from the solved current-voltage curve
inflection = {}
for photo in (0.0, JL):
    def curvature(V):
        d = 1e-3
        return (circuit(V+d, photo) - 2*circuit(V, photo)
                + circuit(V-d, photo))
    Vi = brentq(curvature, 0.6, 1.0, xtol=1e-9)
    Ji = (np.sqrt(A) * Js - photo - J0) / (1 + np.sqrt(A))
    assert abs(circuit(Vi, photo) - Ji) < 0.05  # A/m2, finite step
    inflection[photo] = (Vi, Ji)

# Open-circuit voltage and slope
Voc = A * Vt * np.log1p(JL / J0)
assert abs(circuit(Voc, JL)) < 1e-7
d = 1e-4
slope = 2 * d / (circuit(Voc + d, JL) - circuit(Voc - d, JL))
slope_formula = A * Vt / (JL + J0) + Vt / Js + R
assert abs(slope / slope_formula - 1) < 1e-4

# Explicit current for unit ideality and no resistance
for V in (0.4, 0.5, 0.6):
    ev = np.exp(V / Vt)
    explicit = (J0 * (ev - 1) - JL) / (1 + J0 * ev / Js)
    assert abs(circuit(V, JL, ideality=1.0, res=0.0) - explicit) < 1e-6

# Maximum power without barrier, with fixed Js, and with biased Js
grid = np.linspace(-JL * 0.9999, -1e-3, 20000)
V_fixed = voltage(grid, JL)
V_none = A * Vt * np.log1p((grid + JL) / J0) + grid * R
power_none, power_fixed = np.max(-grid*V_none), np.max(-grid*V_fixed)
power_biased = max(-V * circuit(V, JL, biased_Js)
                   for V in np.linspace(0.4, Voc, 500))
assert power_none > power_fixed


def image_result(Vb):
    """Barrier lowering and current with the image potential included."""
    b = back(Vb)
    W = b["W"] * 1e9

    def pot(x):
        return b["psi"]*(1-x/W)**2 - q/(16*np.pi*eps*x*1e-9)
    top = minimize_scalar(lambda x: -pot(x), bounds=(0.3, 60),
                          method="bounded", options={"xatol": 1e-8}).x
    lower = b["psi"] - pot(top)
    integral = quad(lambda x: np.exp((pot(x)-pot(top))/Vt),
                    top, W, limit=300)[0] * 1e-9
    J = q * ps * np.exp(lower/Vt) / (1/vR + integral/(mu*Vt))
    return lower, J


lowering, Js_image = image_result(Vref)
assert abs(lowering/np.sqrt(q*ref["E"]/(4*np.pi*eps)) - 1) < 0.05

# Tunnelling energy from the WKB action at the foot of the barrier
action = 2 * quad(lambda y: np.sqrt(2*mh*q*ref["psi"])*y*ref["W"]/hbar,
                  0, 1)[0]
E00 = ref["psi"] / action
assert abs(E00 / (hbar/2*np.sqrt(N/(mh*eps))) - 1) < 1e-8

# Field reduction by the majority-carrier tail at the depletion edge
tail = quad(lambda s: 1-np.exp(-s/Vt), 0, ref["psi"])[0]
field_ratio = np.sqrt(tail / ref["psi"])

# Electrons that cross the base and bypass the hole barrier
Vj_limit = onset[JL] - Js * R
n_front = Nc*ref["Nv"]*np.exp(-gap/Vt)/N * np.exp(Vj_limit/Vt)
base = thickness - ref["W"]
Dn = mu_n * Vt
leak = {}
for tau in (1e-9, 1e-8):
    L = np.sqrt(Dn * tau)
    leak[tau] = q * Dn * n_front / (L * np.sinh(base / L))
    M = 3000
    dx = base / M
    band = np.ones((3, M - 1))
    band[1] = -2 - (dx / L)**2
    rhs = np.zeros(M - 1)
    rhs[0] = -1.0
    n = solve_banded((1, 1), band, rhs)
    assert abs(q*Dn*n_front*n[-1]/dx / leak[tau] - 1) < 1e-3

path = mu*mh/q * np.sqrt(8*k*T0/(np.pi*mh))
kT_length = Vt / ref["E"]
Js_hot = back(Vref, T=330.0)["Js"]
mA = 0.1  # A/m2 to mA/cm2; also W/m2 to mW/cm2

print(f"Temperature {T0:.0f} K; thermal voltage {Vt*1e3:.2f} mV")
print(f"Hole barrier {phi0:.2f} eV; band gap {gap:.2f} eV")
print(f"Doping {N*1e-6:.1e} cm^-3; thickness {thickness*1e6:.1f} um")
print(f"Hole mobility {mu*1e4:.0f}, electron mobility {mu_n*1e4:.0f} cm2/Vs")
print(f"Relative permittivity {eps_r}; hole mass {mass_ratio} m0")
print(f"Main diode A {A}; J0 {J0*mA:.1e} mA/cm2")
print(f"Photocurrent {JL*mA:.1f} mA/cm2; R {R*1e4:.1f} ohm cm2")
print(f"Nv {ref['Nv']*1e-6:.3e}, Nc {Nc*1e-6:.1e} cm^-3")
print(f"Equilibrium contact hole density {ps*1e-6:.3e} cm^-3")
print(f"Equilibrium back band bending {back(0)['psi']:.3f} V")
print(f"Reference back reverse bias {Vref:.2f} V")
print(f"  total bending {ref['psi']:.3f} V; width {ref['W']*1e9:.0f} nm")
print(f"  peak field {ref['E']*1e-8:.4f} MV/cm")
print(f"  vR {vR*100:.3e}, vD {ref['vD']*100:.3e} cm/s")
print(f"LIMIT Js at reference bias {Js*mA:.3f} mA/cm2 = {Js:.2f} A/m2")
for Vb in (0.0, 0.5):
    print(f"Js at back bias {Vb:.1f} V: {biased_Js(Vb)*mA:.3f} mA/cm2")
print(f"Emission ceiling without image force {ceiling*mA:.2f} mA/cm2")
print(f"Largest transport-test deviation {worst:.1e} (relative)")
for photo, name in ((0.0, "dark"), (JL, "light")):
    Vi, Ji = inflection[photo]
    print(f"{name}: inflection {Vi:.4f} V, {Ji*mA:.3f} mA/cm2;"
          f" onset Vr {onset[photo]:.4f} V")
print(f"Js placing light inflection at Voc {(JL+J0)/np.sqrt(A)*mA:.2f} mA/cm2")
print(f"Voc {Voc:.4f} V; slope there {slope*1e4:.3f} ohm cm2")
print(f"  back-contact part of slope {Vt/Js*1e4:.3f} ohm cm2")
print("V (V) | dark fixed Js | light fixed Js | light biased Js (mA/cm2)")
for V in (0.0, 0.6, 0.7, 0.8, 0.9, 1.0, 1.2, 1.4):
    a, b = circuit(V, 0.0), circuit(V, JL)
    c = circuit(V, JL, biased_Js)
    assert a > b and c < ceiling
    print(f"{V:.1f} | {a*mA:.4f} | {b*mA:.4f} | {c*mA:.4f}")
print(f"Max power, no back barrier {power_none*mA:.3f} mW/cm2")
print(f"Max power, fixed Js {power_fixed*mA:.3f} mW/cm2")
print(f"Max power, biased Js {power_biased*mA:.3f} mW/cm2")
print(f"Image lowering {lowering*1e3:.2f} meV; Js factor {Js_image/Js:.3f}")
print(f"Majority tail: peak-field factor {field_ratio:.4f}")
print(f"Tunnelling energy E00 {E00*1e3:.3f} meV; E00/kT {E00/Vt:.4f}")
print(f"Degeneracy measure N/Nv {N/ref['Nv']:.2e}")
print(f"Light-hole mass {light_ratio} m0: adds to Nv"
      f" {100*(light_ratio/mass_ratio)**1.5:.1f} %,"
      f" to A* {100*light_ratio/mass_ratio:.1f} %")
for tau, value in leak.items():
    print(f"Electron leak, lifetime {tau*1e9:.0f} ns: {value*mA:.3f} mA/cm2")
print(f"Mean free path {path*1e9:.2f} nm; kT barrier length"
      f" {kT_length*1e9:.2f} nm")
print(f"Back bending at 0.5 V reverse bias {back(0.5)['psi']:.3f} V")
print(f"Js at 330 K, same mobility {Js_hot*mA:.2f} mA/cm2")
for phi in (0.45, 0.55):
    print(f"Js for barrier {phi:.2f} eV: {back(Vref, phi=phi)['Js']*mA:.3f}"
          " mA/cm2")
print("success")
```

Printed output:

```
Temperature 300 K; thermal voltage 25.85 mV
Hole barrier 0.50 eV; band gap 1.50 eV
Doping 1.0e+15 cm^-3; thickness 4.0 um
Hole mobility 60, electron mobility 300 cm2/Vs
Relative permittivity 9.4; hole mass 0.8 m0
Main diode A 1.6; J0 4.0e-08 mA/cm2
Photocurrent 25.0 mA/cm2; R 1.0 ohm cm2
Nv 1.796e+19, Nc 8.0e+17 cm^-3
Equilibrium contact hole density 7.154e+10 cm^-3
Equilibrium back band bending 0.247 V
Reference back reverse bias 0.20 V
  total bending 0.447 V; width 681 nm
  peak field 0.0131 MV/cm
  vR 3.008e+06, vD 7.626e+05 cm/s
LIMIT Js at reference bias 6.973 mA/cm2 = 69.73 A/m2
Js at back bias 0.0 V: 5.325 mA/cm2
Js at back bias 0.5 V: 8.597 mA/cm2
Emission ceiling without image force 34.48 mA/cm2
Largest transport-test deviation 5.8e-06 (relative)
dark: inflection 0.7859 V, 3.894 mA/cm2; onset Vr 0.7919 V
light: inflection 0.7984 V, -7.144 mA/cm2; onset Vr 0.8549 V
Js placing light inflection at Voc 19.76 mA/cm2
Voc 0.8377 V; slope there 6.362 ohm cm2
  back-contact part of slope 3.707 ohm cm2
V (V) | dark fixed Js | light fixed Js | light biased Js (mA/cm2)
0.0 | -0.0000 | -25.0000 | -25.0000
0.6 | 0.0790 | -24.6280 | -24.5516
0.7 | 0.8121 | -21.3925 | -20.8021
0.8 | 4.5912 | -6.8413 | -6.0534
0.9 | 6.8695 | 5.8699 | 4.9655
1.0 | 6.9709 | 6.9477 | 6.5730
1.2 | 6.9731 | 6.9731 | 7.8274
1.4 | 6.9731 | 6.9731 | 8.7768
Max power, no back barrier 16.401 mW/cm2
Max power, fixed Js 15.505 mW/cm2
Max power, biased Js 15.324 mW/cm2
Image lowering 14.15 meV; Js factor 1.481
Majority tail: peak-field factor 0.9706
Tunnelling energy E00 0.214 meV; E00/kT 0.0083
Degeneracy measure N/Nv 5.57e-05
Light-hole mass 0.1 m0: adds to Nv 4.4 %, to A* 12.5 %
Electron leak, lifetime 1 ns: 0.104 mA/cm2
Electron leak, lifetime 10 ns: 0.476 mA/cm2
Mean free path 3.28 nm; kT barrier length 19.71 nm
Back bending at 0.5 V reverse bias 0.747 V
Js at 330 K, same mobility 45.61 mA/cm2
Js for barrier 0.45 eV: 45.832 mA/cm2
Js for barrier 0.55 eV: 1.054 mA/cm2
success
```
